\section*{Optimum isotropic mass for saturated two-dimensional ballistic current}

\section{A transistor that loses current in both directions}

Consider a ballistic n-channel transistor with an equivalent oxide thickness of 1.0 nm and a gate overdrive of 0.3 V at zero temperature. With an electron mass of $0.0516\,m_0$ it carries 1.71 mA/$\mu$m in saturation. Make the mass four times smaller, with the overdrive held fixed, and the fastest electrons become 2.3 times faster, yet the current falls by 23\%. Make it four times larger instead, and the channel holds twice as many electrons, yet the current falls by 29\%.

The best mass is fixed by a ratio of two capacitances. The quantum capacitance of the states filled by the source must be half the insulator capacitance. The derivation needs three ingredients: how many electrons a given Fermi energy supplies, how the gate sets that energy, and how much current the electrons carry.

\section{Model and conventions}

Electrons leave the source, cross the top of a potential barrier and run down to the drain without scattering. Charge and current are evaluated at the barrier top. The assumptions are as follows.

\begin{itemize}
\item One subband is occupied. It is parabolic, with isotropic in-plane mass $m$, valley degeneracy $g$ and spin degeneracy 2.
\item The temperature is zero, and motion over the barrier is classical: electrons above the top pass, those below do not.
\item The gate alone controls the barrier top, through a capacitance per area $C$ between the gate and the electron sheet.
\item $C$, $g$ and the overdrive $V$ do not change when $m$ is changed.
\end{itemize}

Let $\eta$ be the source Fermi level minus the subband edge at the barrier top. Threshold is the gate voltage at which $\eta=0$, and $V$ is measured from it. Since the confinement energy depends on mass, the threshold voltage of a real body would shift with $m$. Fixed $V$ means that this shift has been compensated, for instance by the gate work function. The elementary charge $e$ is positive, $N$ is the electron density per area, and $J$ is the magnitude of the current per width.

\section{Charge filled by the source}

Take $x$ along the channel. At the barrier top, states with $k_x>0$ come from the source and are filled up to its Fermi level. States with $k_x<0$ come from the drain, whose Fermi level lies lower by $eV_D$. They are empty at the barrier top if
\begin{equation}
eV_D\ge\eta .
\label{sat}
\end{equation}
This is the saturation condition. The filled states then form a half disc of radius $k_F=\sqrt{2m\eta}/\hbar$. The density of states in $k$ space is $2g/(2\pi)^2$ per unit area, and the half disc has area $\pi k_F^2/2$, so
\begin{equation}
N=\frac{2g}{4\pi^2}\,\frac{\pi k_F^2}{2}=\frac{g k_F^2}{4\pi}
=\frac{g m\eta}{2\pi\hbar^2}.
\label{N}
\end{equation}
The source-filled quantum capacitance is the charge added per volt of Fermi energy:
\begin{equation}
C_Q=e^2\frac{dN}{d\eta}=\frac{e^2 g m}{2\pi\hbar^2}.
\label{CQ}
\end{equation}
In equilibrium both halves of the disc are filled and the quantum capacitance is $2C_Q$. The result below must therefore say which of the two is meant.

\section{What the gate does with the overdrive}

If the channel stayed empty, a gate voltage $V$ above threshold would lower the barrier top by $eV$, giving $\eta=eV$. The electrons that enter have charge $-eN$ per area and are balanced by $+eN$ on the gate. This charge drops a voltage $eN/C$ across the insulator, which is no longer available to lower the barrier. Hence
\begin{equation}
V=\frac{\eta}{e}+\frac{eN}{C}.
\label{gate}
\end{equation}
By (\ref{N}) and (\ref{CQ}), $eN=C_Q\eta/e$. With $x=C_Q/C$,
\begin{equation}
V=\frac{\eta}{e}(1+x),\qquad
\eta=\frac{eV}{1+x},\qquad
eN=CV\,\frac{x}{1+x}.
\label{eta}
\end{equation}
Since $C_Q\propto m$, the variable $x$ is the mass in scaled form. Also $\eta<eV$ for every mass, so a drain bias $V_D\ge V$ keeps the device saturated throughout the comparison.

\section{The current}

An electron at angle $\theta$ to the channel has $v_x=(\hbar k/m)\cos\theta$. Summing $ev_x$ over the half disc gives
\begin{align}
J&=e\,\frac{2g}{4\pi^2}\int_{-\pi/2}^{\pi/2}\!d\theta\int_0^{k_F}\!k\,dk\;
\frac{\hbar k}{m}\cos\theta \nonumber\\
&=\frac{eg}{2\pi^2}\,\frac{\hbar}{m}\cdot 2\cdot\frac{k_F^3}{3}
=\frac{eg\hbar k_F^3}{3\pi^2m}.
\end{align}
The factor 2 is the angular integral and $k_F^3/3$ the radial one. Inserting $k_F^3=(2m\eta)^{3/2}/\hbar^3$,
\begin{equation}
J=\frac{eg\,m^{1/2}(2\eta)^{3/2}}{3\pi^2\hbar^2}.
\label{J}
\end{equation}
The mean forward velocity follows by dividing by $eN$ from (\ref{N}):
\begin{equation}
\bar v=\frac{J}{eN}=\frac{g\hbar k_F^3}{3\pi^2m}\,\frac{4\pi}{gk_F^2}
=\frac{4}{3\pi}\,v_F,\qquad v_F=\frac{\hbar k_F}{m}.
\label{v}
\end{equation}

At fixed $\eta$ a heavier mass gives \emph{more} current, as $m^{1/2}$: the number of electrons grows as $m$ while their speed falls as $m^{-1/2}$. A maximum can appear only because $\eta$ itself falls as the mass grows.

\section{The maximum}

Put $\eta$ from (\ref{eta}) into (\ref{J}) and use $m\propto x$:
\begin{equation}
J\propto\frac{x^{1/2}}{(1+x)^{3/2}} .
\end{equation}
The logarithm turns powers into sums:
\begin{equation}
\frac{d\ln J}{d\ln x}=\frac12-\frac32\,\frac{x}{1+x}.
\label{slope}
\end{equation}
The fraction $x/(1+x)$ rises steadily from 0 to 1, so the slope falls steadily from $+1/2$ to $-1$. It crosses zero once, and there $J$ has its single maximum:
\begin{equation}
\frac{x}{1+x}=\frac13\;\Rightarrow\;3x=1+x\;\Rightarrow\;
x=\frac12,\qquad C_Q=\frac{C}{2}.
\label{half}
\end{equation}
The equilibrium quantum capacitance at this mass equals $C$. Inserting (\ref{CQ}) in (\ref{half}) gives the mass,
\begin{equation}
\frac{e^2gm^*}{2\pi\hbar^2}=\frac C2\;\Rightarrow\;
m^*=\frac{\pi\hbar^2C}{g e^2},
\label{mstar}
\end{equation}
which does not contain $V$. At the maximum, (\ref{eta}) gives
\begin{equation}
\eta=\tfrac23\,eV,\qquad eN=\tfrac13\,CV .
\end{equation}
Two thirds of the overdrive becomes Fermi energy and one third is spent across the insulator. The peak current is $eN\bar v$ with $v_F=\sqrt{2\eta/m^*}=(2/\sqrt3)\sqrt{eV/m^*}$:
\begin{equation}
J_{\max}=\frac{CV}{3}\cdot\frac{4}{3\pi}\cdot\frac{2}{\sqrt3}\sqrt{\frac{eV}{m^*}}
=\frac{8}{9\sqrt3\,\pi}\,CV\sqrt{\frac{eV}{m^*}} .
\label{Jmax}
\end{equation}
Since $m^*\propto C$, the peak current grows as $C^{1/2}V^{3/2}$ when the mass is readjusted for each $C$.

\section{The two limits and the width of the peak}

For $x\ll1$ the gate fixes the Fermi energy, $\eta\approx eV$. The charge grows as $m$, the speed falls as $m^{-1/2}$, and $J\propto m^{1/2}$. For $x\gg1$ the gate fixes the charge instead, $eN\approx CV$. More mass adds almost no electrons, while $\eta\propto1/m$ and hence $v_F=\sqrt{2\eta/m}\propto1/m$, so $J\propto1/m$. The maximum lies between these regimes.

At $x=1/2$ the shape function is $(1/2)^{1/2}/(3/2)^{3/2}=2/(3\sqrt3)$, so
\begin{equation}
\frac{J}{J_{\max}}=\frac{3\sqrt3}{2}\,\frac{x^{1/2}}{(1+x)^{3/2}},
\qquad x=\frac{m}{2m^*}.
\label{shape}
\end{equation}
Differentiating (\ref{slope}) once more gives
\begin{equation}
\frac{d^2\ln J}{d(\ln x)^2}=-\frac32\,\frac{x}{(1+x)^2}
\;\to\;-\frac32\cdot\frac12\cdot\frac49=-\frac13 ,
\end{equation}
and therefore, close to the peak,
\begin{equation}
J\approx J_{\max}\exp\!\left[-\tfrac16\left(\ln\frac{m}{m^*}\right)^2\right].
\label{flat}
\end{equation}
A mass wrong by a factor of two costs only 7\% at half the optimum and 8\% at twice the optimum, by (\ref{shape}).

\section{Worked example}

Equivalent oxide thickness $t$ refers to silicon dioxide, with relative permittivity 3.9, so $C=3.9\,\varepsilon_0/t$. For $t=1.0$ nm this gives $C=3.453\ \mu$F/cm$^2$, or 0.03453 in SI units (F/m$^2$). With $g=1$, (\ref{mstar}) gives
\begin{equation}
m^*=\frac{\pi(1.0546\times10^{-34})^2(0.03453)}{(1.6022\times10^{-19})^2}\ \mathrm{kg}
=4.70\times10^{-32}\ \mathrm{kg}=0.0516\,m_0 .
\end{equation}
Here $C_Q=1.727\ \mu$F/cm$^2$, half of $C$. For $V=0.3$ V the Fermi energy is $\eta=0.200$ eV, and the charge is
\begin{equation}
eN=\tfrac13(3.453)(0.3)=0.345\ \mu\mathrm{C/cm^2},\qquad
N=2.16\times10^{12}\ \mathrm{cm^{-2}}.
\end{equation}
The Fermi velocity is $1.168\times10^8$ cm/s, so $\bar v=0.4244\,v_F=4.96\times10^7$ cm/s. The current is
\begin{equation}
J_{\max}=(0.3453\times10^{-6})(4.956\times10^{7})\ \mathrm{A/cm}
=17.1\ \mathrm{A/cm}=1.71\ \mathrm{mA}/\mu\mathrm{m}.
\end{equation}

Two tests do not use the closed formulas for the sums. Solving (\ref{gate}) with numerical sums over the half disc and searching for the best mass returns $0.0516\,m_0$ and $C_Q/C=0.50000$. Counting the plane-wave states of a square box of side 10 $\mu$m one by one, at the optimum, gives $2.155\times10^{12}$ cm$^{-2}$ and 1.711 mA/$\mu$m.

The opening numbers can now be read. At a quarter of $m^*$, $\eta$ rises only from 0.200 to 0.267 eV, since it cannot exceed $eV$. The charge drops to a third while $v_F$ grows by $\sqrt{4\times1.333}=2.31$, and $2.31/3=0.77$. At four times $m^*$ the charge doubles, but $\eta$ halves. The speed is then multiplied by $\sqrt{1/8}=0.354$, and $2\times0.354=0.71$.

\section{Where the factor one half does not apply}

\subsection{Low drain bias}

For $eV_D\ll\eta$ both halves of the disc are filled, so $x$ in (\ref{eta}) is replaced by $2x$ and $\eta\approx eV/(1+2x)$. The net current is the difference between source and drain injection. To first order in $V_D$ it is $eV_D\,\partial J/\partial\eta$ with $J$ from (\ref{J}):
\begin{equation}
J_{\rm lin}\propto V_D\,m^{1/2}\eta^{1/2}\propto V_D\left(\frac{x}{1+2x}\right)^{1/2}.
\end{equation}
This first-order current rises with mass and levels off without a maximum. At a fixed small $V_D$ the full current does have one, at a mass well above $m^*$ and before $\eta$ has fallen to $eV_D$. At still heavier masses the device saturates, and the current falls as $1/m$. The value $C_Q=C/2$ requires saturation at the optimum itself, where $\eta=\frac23eV$, and hence $V_D\ge\frac23V$.

\subsection{Changing one mass, or the number of valleys}

Let $m_x$ be the mass along the channel and $m_y$ the mass across it. The half ellipse has semi-axes $\sqrt{2m_x\eta}/\hbar$ and $\sqrt{2m_y\eta}/\hbar$, so in (\ref{N}) and (\ref{CQ}) $m$ becomes $\sqrt{m_xm_y}$. For the current, write $v_x=\hbar^{-1}\partial E/\partial k_x$ and integrate over $k_x$ first. Each $k_y$ contributes $[\eta-\hbar^2k_y^2/2m_y]/\hbar$, which contains no $m_x$. With $k_m=\sqrt{2m_y\eta}/\hbar$,
\begin{equation}
J=\frac{eg}{2\pi^2\hbar}\int_{-k_m}^{k_m}\!\left(\eta-\frac{\hbar^2k_y^2}{2m_y}\right)dk_y
=\frac{eg}{2\pi^2\hbar}\cdot\frac43\,\eta k_m
=\frac{eg\,m_y^{1/2}(2\eta)^{3/2}}{3\pi^2\hbar^2}.
\end{equation}

If $m_x$ alone varies, $J\propto\eta^{3/2}\propto(1+x)^{-3/2}$ with $x\propto m_x^{1/2}$. Lighter is then better at every mass, within this classical model. If $m_y$ alone varies, $x\propto m_y^{1/2}$ and $J\propto x(1+x)^{-3/2}$. Now
\begin{equation}
\frac{d\ln J}{d\ln x}=1-\frac32\,\frac{x}{1+x}=0\;\Rightarrow\;x=2,
\end{equation}
and the best $C_Q$ is $2C$. Varying $g$ at fixed isotropic mass gives the same form, because $J$ and $C_Q$ are both proportional to $g$ at fixed $\eta$. The numerical optimum reproduces $C_Q/C=2$ in both cases.

\subsection{Source resistance and drain coupling}

A source resistance $R$ (times width) reduces the internal overdrive to $V-RJ$. Since $x$ does not depend on voltage, (\ref{J}) has the form $J=A(m)(V-RJ)^{3/2}$, or
\begin{equation}
\frac{J}{(V-RJ)^{3/2}}=A(m).
\end{equation}
The left side rises with $J$, so the current is largest where $A$ is largest, at the same $m^*$. The height of the peak does change. For $R=100\ \Omega\,\mu$m the drop is 0.096 V and the current is 0.96 mA/$\mu$m, 44\% below the ideal peak.

If the drain also couples to the barrier top through a capacitance $C_D$, and $V$ is measured from the threshold at the actual drain bias, the charge balance becomes
\begin{equation}
CV=(C+C_D)\frac{\eta}{e}+eN
\;\Rightarrow\;
\eta=\frac{C}{C+C_D}\,\frac{eV}{1+C_Q/(C+C_D)} .
\end{equation}
The prefactor does not depend on mass, so the peak lies at $C_Q=(C+C_D)/2$. With $C_D=0.05\,C$, $m^*$ rises by 5\% to $0.0542\,m_0$.

\section{Effects left out, sized for the example}

\subsection{Depth of the charge}

The electrons do not sit at the insulator surface. Let $\rho(z)$ be their normalized distribution in a body of thickness $L$ and $S(z)$ the fraction lying deeper than $z$, so that $\rho=-S'$. If no field exists behind the body, the field at $z$ is $eNS/\varepsilon_s$. The mean extra potential drop is
\begin{equation}
\frac{eN}{\varepsilon_s}\int_0^L\!\rho(z)\int_0^z\!S\,dz'\,dz
=\frac{eN}{\varepsilon_s}\int_0^L\!S^2\,dz\equiv\frac{eN}{\varepsilon_s}\,d ,
\end{equation}
by partial integration; the boundary terms vanish because $S(L)=0$ and the inner integral is zero at $z=0$. This adds a series capacitance $\varepsilon_s/d$. For a rigid hard-wall ground state, $S=1-u+\sin(2\pi u)/2\pi$ with $u=z/L$, and
\begin{equation}
\frac dL=\frac13+\frac1{2\pi^2}+\frac1{8\pi^2}=0.397 .
\end{equation}
The three terms come from $(1-u)^2$, the cross term and the squared sine. For $L=5$ nm and relative permittivity 14, $d=1.98$ nm and the total capacitance falls to 2.22 $\mu$F/cm$^2$. The rule still holds with this total capacitance as $C$, but it now gives $m^*=0.0332\,m_0$ and 1.37 mA/$\mu$m. Letting the wave function relax in the field of the charge moves the mass slightly, to $0.0334\,m_0$. Of the effects sized here, this one moves the optimum mass most.

\subsection{Temperature and band shape}

At 300 K, with (\ref{gate}) kept as the definition of $V$ and a drain bias of 0.5 V, the optimum is $0.0539\,m_0$ with 1.75 mA/$\mu$m. A nonparabolic band $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=1$ eV$^{-1}$ holds more electrons at a given $\eta$, by the factor $1+\alpha\eta$. Here $E$ is counted from the subband edge and $m$ is the in-plane mass at that edge, which confinement raises above the bulk value. The best such mass at zero temperature is $0.0444\,m_0$, with 1.65 mA/$\mu$m.

Charge depth, temperature and nonparabolicity together give $0.0297\,m_0$ and 1.36 mA/$\mu$m. Keeping the simple value $0.0516\,m_0$ costs 4\% of that current. The simple rule misses the mass by a factor of 1.7 but loses little current, as the flat peak (\ref{flat}) suggests.

\subsection{Second subband, tunnelling and the insulator}

In the same hard-wall body the second subband of a parabolic band lies 0.875 eV above the first at $m^*$, well above $\eta=0.200$ eV. If the bulk band has mass $m^*$ and $\alpha=1$ eV$^{-1}$, the gap is 0.454 eV, still more than twice $\eta$. For parabolic bands with equal masses in all directions the gap exceeds $\eta$ at every mass, but by a shrinking margin: the ratio drops below 2 between $5m^*$ and $6m^*$ and tends to 1.46 for heavy masses. The gap times the mass is constant, $0.875\times0.0516=0.045$ eV$\,m_0$, whereas $\eta m=eVm/(1+m/2m^*)$ stays below $2eVm^*=0.031$ eV$\,m_0$.

Take an unbounded parabolic barrier whose curvature makes it fall by 0.2 eV within 10 nm on each side. Tunnelling below its top and reflection above it together change the current by $+0.5$\% at fixed $\eta$ and $m=m^*$. The figure depends on how a real barrier flattens out: a $\mathrm{sech}^2$ barrier of the same curvature gives $+1.4$\% if it is 0.2 eV high and $+2.3$\% if it is 0.1 eV high. Tunnelling also lets electrons through when the transistor is switched off, and more of them when the transport mass is lighter. This off-state leakage, not computed here, limits how far the advice that lighter $m_x$ is better can be followed.

With an insulator of relative permittivity 18, and thus 4.6 nm thick, the channel charge produces a field of 0.22 MV/cm. For a barrier 2 eV above the occupied subband and a tunnelling mass of $0.2\,m_0$, a simple exponential estimate of the direct gate leakage over a 20 nm gate is $10^{-12}$ mA/$\mu$m. It omits the matching factors at the interfaces and the voltage across the insulator, but even a leakage a hundred times larger would be negligible beside the channel current. Leakage through defects is not included.

\section{Beside a real device}

The parameters lie in the regime of thin-body III--V quantum-well transistors, where in-plane masses are roughly a few hundredths of $m_0$. An equivalent oxide thickness of 1 nm is at the thin end for such devices; the other values are rough but ordinary. Of the effects sized here, source resistance lowers the current most: the value used above takes the peak from 1.71 to 0.96 mA/$\mu$m. Interface traps, often dense at III--V/oxide interfaces, also take charge from the gate. If they follow the source Fermi level with a uniform density $D_{it}$, their capacitance $e^2D_{it}$ enters the charge balance as $C_D$ does: $D_{it}=5\times10^{12}$ cm$^{-2}$eV$^{-1}$ raises $m^*$ by 23\% and lowers the peak to 1.39 mA/$\mu$m. Scattering lowers the current further, and exchange and correlation alter the charge balance; neither has been sized here. The model also needs the heavier satellite valleys of the conduction band to stay empty. Confinement in a thin body lifts the light valley towards them, so this must be checked for each material and thickness. As a design rule, $C_Q=C/2$ applies to a saturated, nearly ballistic channel with one isotropic, nearly parabolic subband, at fixed valley number and at a fixed overdrive well above the thermal voltage (0.026 V at 300 K), with $C$ including the depth of the charge, and with trap and drain capacitances small beside $C$. The complete figures are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Equivalent oxide thickness: 1.0 nm; overdrive: 0.3 V
Insulator capacitance: 3.453 uF/cm2
Optimum mass, numerical: 0.05159 m0
Optimum mass, formula: 0.05159 m0
Source-filled quantum capacitance: 1.727 uF/cm2
Its ratio to insulator capacitance: 0.50000
Equilibrium quantum capacitance: 3.453 uF/cm2
eta at optimum: 0.2000 eV
Sheet density at optimum: 2.155e+12 cm^-2
Fermi wave number: 0.5204 nm^-1
Fermi velocity: 1.168e+08 cm/s
Mean injection velocity: 4.956e+07 cm/s
Peak current, numerical: 1.7114 mA/um
Peak current, formula: 1.7114 mA/um
Box-state count, density: 2.155e+12 cm^-2
Box-state count, current: 1.7113 mA/um
Mass x0.25: eta 0.2667 eV, n 7.184e+11 cm^-2, J/Jmax 0.7698
Mass x0.5: eta 0.2400 eV, n 1.293e+12 cm^-2, J/Jmax 0.9295
Mass x2: eta 0.1500 eV, n 3.233e+12 cm^-2, J/Jmax 0.9186
Mass x4: eta 0.1000 eV, n 4.311e+12 cm^-2, J/Jmax 0.7071
Curvature of ln J in ln m: -0.3333
Current at drain bias 0.10 V: 1.0077 mA/um
Transverse mass only: best 0.8255 m0, CQ/C 2.0000
Valley number only: best 4.0000, CQ/C 2.0000
Transport mass only, 0.005 m0: 2.531 mA/um
Transport mass only, 0.5 m0: 0.769 mA/um
Source resistance 100 ohm um: m 0.0516 m0, J 0.960 mA/um
Drain coupling 0.05 C: m 0.0542 m0, J 1.630 mA/um
300 K: kT 0.0259 eV, drain bias 0.5 V
300 K: m 0.0539 m0, J 1.748 mA/um
Nonparabolicity 1.0 /eV: m 0.0444 m0, J 1.653 mA/um
Body: 5.0 nm, relative permittivity 14
Effective charge depth: 1.983 nm (0.3967 of body)
Capacitance with charge depth: 2.224 uF/cm2
Charge depth: m 0.0332 m0, J 1.373 mA/um
Last three effects together: m 0.0297 m0, J 1.355 mA/um
Same, at simple-rule mass: J 1.296 mA/um
Current lost by simple rule: 4.35 %
Subband gap: 0.875 eV parabolic, 0.454 eV nonparabolic
Barrier: falls 0.2 eV in 10 nm, hbar omega 0.0769 eV
Source-drain tunnelling, fixed eta: +0.46 % of J
Insulator: 4.62 nm, relative permittivity 18
Insulator barrier 2.0 eV, tunnelling mass 0.2 m0
Insulator field from channel charge: 0.217 MV/cm
Gate tunnelling probability: 1.0e-13
Gate leakage, 20 nm gate: 1.0e-12 mA/um
\end{verbatim}
